Depletion Width and Peak Field at a Metal Contact to Silicon

**Problem**

A metal covers the flat surface of n-type silicon that is uniformly doped with N = 1.0 × 10¹⁷ donors per cm³. At the contact the silicon bands are bent upward by 0.60 eV relative to their position deep in the bulk. The relative permittivity of silicon is taken as 11.7 and the temperature as 300 K. All donors are ionized.

(a) Treat the silicon near the metal as completely emptied of electrons down to a depth W, and as neutral beyond it. Derive the field and the potential as functions of depth, and from them formulas for W and for the largest field.

(b) Evaluate both quantities.

(c) Find the field and the remaining potential drop halfway through the layer. What happens to the width and to the peak field if the doping is made four times larger at the same band bending?

(d) Real electrons do not stop at a sharp edge. Assume that they are in thermal equilibrium and follow Boltzmann statistics. Find how much this changes the field at the contact, and describe the true edge of the layer.

**Solution**

**Conventions and the model**

Let x be the depth into the silicon, with x = 0 at the metal. The electrostatic potential ψ is set to zero in the neutral bulk. An electron has potential energy −qψ, where q is the positive elementary charge, so bands that are raised by 0.60 eV at the contact correspond to a negative potential there:

ψ(0) = −V, with V = 0.60 V.

V is the total band bending in the silicon. It is not the barrier height seen from the metal, which is measured from the Fermi level to the conduction band edge at the contact and so also contains the distance between these two levels in the bulk.

In equilibrium the electron density follows

n(x) = N exp(ψ(x)/V_T), V_T = kT/q = 0.02585 V.

Where ψ is several V_T below zero, hardly any electrons are left, while the donors, fixed in the lattice, keep their positive charge. This suggests the depletion approximation, in which the charge density is

ρ = qN for 0 < x < W, ρ = 0 for x > W.

The width W is not known beforehand. It is fixed by the requirement that the charge produce the given potential drop V.

**(a) Field, potential and width**

Gauss's law in one dimension, with permittivity ε, reads

dE/dx = ρ/ε = qN/ε for 0 < x < W.

The neutral bulk carries no field, and there is no sheet of charge at x = W that could make the field jump. Hence E(W) = 0. Integrating from x to W gives

E(W) − E(x) = (qN/ε)(W − x),

and therefore

E(x) = −(qN/ε)(W − x).

The minus sign means that the field points towards the metal, away from the positive donors. It pushes electrons into the bulk, as it must if the layer is to stay empty. Its magnitude falls linearly from the contact to zero at x = W. The largest magnitude is found at x = 0:

E_max = qNW/ε.

The field is minus the slope of the potential, so

dψ/dx = −E = (qN/ε)(W − x).

Integrating again from x to W, with ψ(W) = 0,

0 − ψ(x) = (qN/ε) ∫ₓᵂ (W − x′) dx′ = (qN/2ε)(W − x)²,

ψ(x) = −(qN/2ε)(W − x)².

The potential is a parabola with its vertex at the edge of the layer. At the contact it must equal −V:

qNW²/(2ε) = V.

Solving for the width,

W = √(2εV/(qN)).

The peak field can be written without ε and N. From the condition just used, qNW/ε = 2V/W, so

E_max = 2V/W = √(2qNV/ε).

The factor 2 has a simple geometrical origin. The potential drop is the area under the graph of field magnitude against depth. That graph is a triangle of base W and height E_max, so V = E_max W/2. The quotient V/W is the mean field in the layer, which is half the peak.

For p-type silicon with bands bent downward by the same amount, the fixed charge is negative. The signs of charge, field and potential are reversed, and the formulas for W and for the magnitude E_max are unchanged.

**(b) Numbers**

With lengths in centimetres, the two material quantities are

ε = 11.7 ε₀ = 1.036 × 10⁻¹² F/cm,

qN = (1.602 × 10⁻¹⁹ C)(1.0 × 10¹⁷ cm⁻³) = 1.602 × 10⁻² C/cm³.

The square of the width is

W² = 2(1.036 × 10⁻¹² F/cm)(0.60 V)/(1.602 × 10⁻² C/cm³) = 7.76 × 10⁻¹¹ cm².

The units are right because one farad times one volt is one coulomb, which leaves cm³/cm = cm². Taking the root,

W = 8.81 × 10⁻⁶ cm = 88 nm.

The peak field follows as

E_max = 2(0.60 V)/(8.81 × 10⁻⁶ cm) = 1.36 × 10⁵ V/cm,

or 13.6 V/µm. To two figures this is 1.4 × 10⁵ V/cm.

The charge gives a second way to the same field. The donors in the layer carry, per unit area of contact,

qNW = (1.602 × 10⁻² C/cm³)(8.81 × 10⁻⁶ cm) = 1.41 × 10⁻⁷ C/cm².

All field lines that start on these donors end on the metal, so the field at the contact is this sheet charge divided by ε:

(1.41 × 10⁻⁷ C/cm²)/(1.036 × 10⁻¹² F/cm) = 1.36 × 10⁵ V/cm.

The sheet charge corresponds to 8.8 × 10¹¹ donors per cm². A cube of side W then contains NW · W² = (8.81 × 10¹¹ cm⁻²)(7.76 × 10⁻¹¹ cm²) ≈ 68 donors. With so few, the smooth charge density qN is an average over the contact area, and the calculated field is likewise the laterally averaged one. The field at a particular spot depends on where the nearby donors happen to sit.

**(c) The midpoint, and heavier doping**

At x = W/2 the factor W − x equals W/2. The field is linear in this factor and the potential is quadratic, so

|E(W/2)| = E_max/2 = 6.8 × 10⁴ V/cm,

|ψ(W/2)| = V/4 = 0.15 V.

Three quarters of the potential drop, 0.45 V, therefore lie in the half of the layer next to the metal, where the field is stronger.

If N is replaced by 4N at fixed V, the formulas of part (a) give

W → W/√4 = W/2 = 44 nm,

E_max → √4 E_max = 2E_max = 2.7 × 10⁵ V/cm.

The charge density has grown fourfold but the layer is half as thick, so the sheet charge, and with it the contact field, is doubled. The area of the triangle stays the same, as it must for an unchanged potential drop.

**(d) Mobile electrons and the real edge**

With the Boltzmann density for the electrons, the net charge density is

ρ = qN[1 − exp(ψ/V_T)].

It tends to qN where ψ is strongly negative and to zero in the bulk, without a prescribed edge. Since E = −dψ/dx, Gauss's law becomes

d²ψ/dx² = −ρ/ε = −(qN/ε)[1 − exp(ψ/V_T)].

The contact field can be found without solving for ψ(x). Multiply both sides by dψ/dx. The left side is then a total derivative:

d/dx [½(dψ/dx)²] = −(qN/ε)[1 − exp(ψ/V_T)] dψ/dx.

Now integrate from the contact, where ψ = −V and (dψ/dx)² = E_s², to the bulk, where ψ and its slope vanish. Here E_s denotes the magnitude of the contact field. The result is

0 − ½E_s² = −(qN/ε) ∫₋ᵥ⁰ [1 − exp(ψ/V_T)] dψ.

The first term in the integral gives V. The second gives −V_T[1 − exp(−V/V_T)]. Hence

E_s² = (2qN/ε){V − V_T[1 − exp(−V/V_T)]}.

The exponential is the electron fraction n/N at the contact, which is 8 × 10⁻¹¹ and can be dropped. What remains is

E_s = √(2qN(V − V_T)/ε) = E_max √(1 − V_T/V).

Mobile electrons thus act on the contact field as if the band bending were smaller by one thermal voltage. Expanding the root for V_T ≪ V,

E_s ≈ E_max[1 − V_T/(2V)].

Relative to E_max, the estimated reduction is 0.02585/(2 × 0.60) = 2.15 %. The unexpanded formula gives

E_s = 1.33 × 10⁵ V/cm,

which is 2.18 % below E_max. The small difference between the two percentages comes from the next term of the expansion, (V_T/V)²/8, which is about 0.02 %. A numerical solution of the Poisson equation, with holes included as well, gives the same contact field to the digits quoted.

The corrected field rounds to 1.3 × 10⁵ V/cm, whereas the depletion approximation rounds to 1.4 × 10⁵ V/cm. The second figure of the peak field is therefore already affected by the sharp-edge assumption.

If the reduction is due to thermal electrons, it should be proportional to T at fixed V. The Poisson equation was also solved numerically for 100 K, with the donors held ionized and holes left out. The reduction is then 0.72 %, close to one third of its value at 300 K. This tests the model and does not describe a cooled sample. In real silicon of this doping most donors in the neutral bulk are not ionized at 100 K, and the reduction is then no longer proportional to T. At 300 K only a few per cent of shallow donors such as phosphorus are neutral in the bulk, which leaves the 2.18 % practically unchanged.

A width can still be defined by the total charge. Let W_eq be the thickness of a fully depleted layer that carries the same net charge per area as the real one. Gauss's law gives qNW_eq = εE_s, so W_eq is smaller than W by the same factor as the field:

W_eq = εE_s/(qN) = 86 nm.

The edge itself is far from sharp. Its natural length appears when |ψ| is much smaller than V_T. Then exp(ψ/V_T) ≈ 1 + ψ/V_T, and the Poisson equation reduces to

d²ψ/dx² = ψ/L_D², L_D = √(εV_T/(qN)) = 12.9 nm.

The solution that vanishes in the bulk decays as exp(−x/L_D), where L_D is the Debye length. In the full numerical solution the electron density rises from 10 % of N at a depth of 65 nm to 90 % of N at 110 nm. This spread is about 3.5 Debye lengths, or half of W. At x = W itself the electron density is already 59 % of N. These figures describe a smooth donor charge. The mean donor spacing, N^(−1/3) ≈ 22 nm, is larger than L_D, so in a real sample the edge varies from place to place with the positions of individual donors.

Such a broad edge changes the total charge by only two per cent because two errors partly cancel. The depletion approximation overlooks electrons that are present inside W, and it also overlooks positive charge that remains uncompensated outside W. Comparing the two charge distributions gives

W_eq − W = ∫_W^∞ (1 − n/N) dx − ∫₀ᵂ (n/N) dx.

Both integrals are positive. The second is the larger, and the difference is −1.9 nm.

The midpoint shows what the correction does inside the layer. The parabola of part (a) puts ψ(W/2) at −0.15 V, which would give n/N = exp(−0.15/0.02585) = 3.0 × 10⁻³. The numerical solution gives 1.8 × 10⁻³. The reason is the weaker contact field. Between the contact and the midpoint the electron charge is negligible in both descriptions, so the potential there is

ψ(x) = −V + E_s x − qNx²/(2ε),

with E_max in place of E_s in the depletion approximation. At x = W/2 = 4.40 × 10⁻⁶ cm the true potential is lower by

(E_max − E_s)W/2 = (1.3623 − 1.3326) × 10⁵ V/cm × 4.40 × 10⁻⁶ cm = 0.013 V.

This is half a thermal voltage, and it lowers the electron density by the factor exp(−0.013/0.02585) ≈ 0.60, in agreement with the ratio of the two values.

**Where the formulas hold**

The depletion approximation needs a band bending much larger than the thermal voltage. The ratio of the layer width to the Debye length expresses the same condition:

W/L_D = √(2V/V_T) = 6.8.

When V falls to a few V_T, the layer is no thicker than its own edge, and the picture of an empty region next to a neutral one loses its meaning.

There is also an upper limit in equilibrium. Upward bending raises the hole density by the factor exp(V/V_T) over its bulk value. With an intrinsic density n_i, the bulk value is n_i²/N, so at the contact

p/N = (n_i/N)² exp(V/V_T).

For a round value n_i = 1.0 × 10¹⁰ cm⁻³ this is 1.2 × 10⁻⁴, and holes can be neglected here. Because the growth with V is exponential, a sufficiently larger equilibrium bending would make the hole charge comparable with that of the donors, and the box-shaped charge density would then fail at the contact.

The calculation further assumes uniform doping and a plane contact without lateral variation. Image-force lowering of the barrier and the potential drop across any interface layer are left out. If such a layer is present, V must be the part of the potential drop that lies in the silicon. The numerical output below lists the values with further digits.

Computed values

```
Donor density N = 1.0e+17 cm^-3
Band bending V = 0.60 V
Relative permittivity = 11.7
Temperature = 300 K
Elementary charge q = 1.6022e-19 C
Permittivity eps = 1.0359e-12 F/cm
Donor charge density qN = 1.6022e-02 C/cm^3
W squared = 7.7590e-11 cm^2
Depletion width W = 8.8085e-06 cm
Depletion width W = 88.09 nm
Width from numerical search = 88.09 nm
Peak field E_max = 1.3623e+05 V/cm
Peak field E_max = 13.62 V/um
Peak field from integrated charge = 1.3623e+05 V/cm
Mean field V/W = 6.8116e+04 V/cm
Sheet charge qNW = 1.4113e-07 C/cm^2
Depleted donors per area NW = 8.809e+11 cm^-2
Field at W/2 = 6.8116e+04 V/cm
Potential drop from W/2 to bulk = 0.1500 V
Width at fourfold doping = 44.04 nm
Peak field at fourfold doping = 2.7246e+05 V/cm
Thermal voltage VT = 0.02585 V
Debye length LD = 12.93 nm
Contact field, refined formula = 1.3326e+05 V/cm
Contact field, numerical Poisson = 1.3326e+05 V/cm
Equivalent width, numerical Poisson = 86.17 nm
Field shortfall at 300 K = 2.18 %
Estimate VT/(2V) at 300 K = 2.15 %
Field shortfall at 100 K = 0.72 %
Electron fraction n/N at contact = 8.33e-11
Electron fraction n/N at W/2 = 1.82e-03
Electron fraction n/N at W = 0.593
Depth where n/N = 0.1: 65.1 nm
Depth where n/N = 0.9: 109.7 nm
10-90 % edge spread = 3.45 Debye lengths
Intrinsic density used = 1.0e+10 cm^-3
Hole fraction p/N at contact = 1.20e-04
```
